\section*{Spin Polarization of Thermionic Current over a Ferromagnetic Insulator}

\section*{Question}

An unpolarized metal emitter and an unpolarized metal collector are separated by a uniformly magnetized ferromagnetic insulator. Electrons cross it by thermal activation. The barriers, measured from the emitter Fermi level, are
\[
\phi_\uparrow=\phi-\frac{\Delta}{2},\qquad
\phi_\downarrow=\phi+\frac{\Delta}{2}.
\]
Thus $\Delta$ is the full difference between the barriers, and $\uparrow$ labels the spin with the lower one. Current densities $J_\sigma$ are counted positive when electrons flow from emitter to collector. The current polarization is
\[
P=\frac{J_\uparrow-J_\downarrow}{J_\uparrow+J_\downarrow}.
\]

Take $T=60$ K, $k_BT=5.1704$ meV, $\phi=100$ meV, $\Delta=10$ meV, thickness $d=20$ nm and bias $V=20$ mV. The mass in the insulator is $m=0.20\,m_e$, the mobility $\mu=20$ cm$^2$/Vs and the optical relative permittivity $\epsilon_r=5$. The Curie temperature is $T_C=70$ K, with localized spins $S=7/2$. These are rough or chosen values for a low-barrier film resembling gadolinium nitride.

\begin{enumerate}
\item[(a)] Derive the current of one spin, first without scattering or tunnelling. State when Boltzmann statistics suffice.
\item[(b)] Find $P$ and evaluate it. Discuss its limits and its sensitivity to $\Delta$.
\item[(c)] How does $P$ change if the majority prefactor is 10\% smaller than the minority one? How does it change if 5\% of the area has reversed magnetization?
\item[(d)] Estimate the effect of scattering on the current, and determine the effect of spin flips in the insulator on $P$.
\item[(e)] Include image forces and tunnelling. What happens to the current and to $P$?
\item[(f)] Let $\Delta$ follow the mean-field magnetization, with the value 10 meV at 60 K. Find $P$ at 50 K and 65 K.
\item[(g)] Which assumptions matter most in a real film?
\end{enumerate}

\section*{Model answers}

\subsection*{(a) Current of one spin}

At the barrier top, let the longitudinal and transverse masses be $m_x$ and $m$. The energy from the emitter Fermi level is
\[
E=\phi_\sigma+\frac{\hbar^2k_x^2}{2m_x}+\frac{\hbar^2k_t^2}{2m}.
\]
Without scattering, right-moving states are filled by the emitter and left-moving states by the collector, whose Fermi level lies lower by $eV$. One spin has $d^3k/(2\pi)^3$ states per unit volume, so
\[
J_\sigma=\frac{e}{(2\pi)^3}\int_0^\infty dk_x\,\frac{\hbar k_x}{m_x}
\int_0^\infty 2\pi k_t\,dk_t\,(f_L-f_R),
\]
where
\[
f_L=\frac{1}{e^{E/k_BT}+1},\qquad
f_R=\frac{1}{e^{(E+eV)/k_BT}+1}.
\]
For $\phi_\sigma\gg k_BT$ the ones in the denominators can be dropped:
\[
f_L-f_R\simeq e^{-E/k_BT}\left(1-e^{-eV/k_BT}\right).
\]
In the longitudinal integral put $u=\hbar^2k_x^2/2m_x$, so that $\hbar k_x\,dk_x/m_x=du/\hbar$. In the transverse one put $w=\hbar^2k_t^2/2m$, so that $2\pi k_t\,dk_t=2\pi m\,dw/\hbar^2$. The two integrals give $k_BT/\hbar$ and $2\pi mk_BT/\hbar^2$. The longitudinal mass has cancelled. The prefactor is
\[
\frac{e}{8\pi^3}\frac{2\pi m(k_BT)^2}{\hbar^3}
=\frac{2\pi em(k_BT)^2}{h^3},
\]
and therefore
\begin{equation}
J_\sigma=\frac{A T^2}{2}e^{-\phi_\sigma/k_BT}
\left(1-e^{-eV/k_BT}\right),\qquad
A=\frac{4\pi emk_B^2}{h^3}.
\label{eq:J}
\end{equation}
The factor $1/2$ appears because $A$ counts both spins.

To size the statistical error, write $z=e^{-\phi_\sigma/k_BT}$ and expand $f_L$ to second order in $z$. The second term is $-z^2e^{-2(u+w)/k_BT}$. Its doubled exponent halves each energy integral, so the emitter current changes by the fraction $-z/4$. For the majority barrier this is $-2.6\times10^{-9}$, and Boltzmann statistics suffice.

\subsection*{(b) Polarization}

The mean barrier, the prefactor and the bias factor are common to both spins. Hence
\[
\frac{J_\uparrow}{J_\downarrow}
=e^{(\phi_\downarrow-\phi_\uparrow)/k_BT}=e^{\Delta/k_BT}.
\]
Divide the numerator and denominator of $P$ by $J_\downarrow$, then multiply both by $e^{-\Delta/2k_BT}$:
\begin{equation}
P=\frac{e^{\Delta/k_BT}-1}{e^{\Delta/k_BT}+1}
=\frac{e^{\Delta/2k_BT}-e^{-\Delta/2k_BT}}
{e^{\Delta/2k_BT}+e^{-\Delta/2k_BT}}
=\tanh\frac{\Delta}{2k_BT}.
\label{eq:P}
\end{equation}
With the given numbers,
\[
\frac{\Delta}{2k_BT}=\frac{10}{2\times5.1704}=0.9670,
\qquad P=\tanh(0.9670)=0.747.
\]
The current ratio is 6.92, so the majority spin carries 87.4\% of the current. The insulator acts as the spin filter; the emitter supplies both spins equally.

For the absolute scale, $A=24.0$ A/cm$^2$K$^2$ and the bias factor is 0.979. The barriers of 95 and 105 meV give
\[
J_\uparrow=4.44\times10^{-4}\ \text{A/cm}^2,\qquad
J_\downarrow=6.42\times10^{-5}\ \text{A/cm}^2.
\]
These are ideal reference currents, which (d) and (e) will change.

For $\Delta\ll k_BT$, $P\simeq\Delta/2k_BT$. For $\Delta\gg k_BT$, $P\simeq1-2e^{-\Delta/k_BT}$, provided that thermionic emission still dominates. At fixed temperature,
\[
\frac{dP}{d\Delta}=\frac{1-P^2}{2k_BT}\simeq0.043\ \text{per meV}.
\]
An error of 1 meV in the splitting thus shifts $P$ by about 0.04. The definition of $\Delta$ matters too: shifts of $\pm10$ meV would mean a full splitting of 20 meV and $P=0.96$.

\subsection*{(c) Unequal prefactors and reversed domains}

Let the prefactors have the ratio $r=K_\uparrow/K_\downarrow$. The current ratio becomes
\[
r e^{\Delta/k_BT}=e^{\Delta/k_BT+\ln r},
\]
so the algebra of (\ref{eq:P}) gives
\[
P=\tanh\left(\frac{\Delta}{2k_BT}+\frac12\ln r\right).
\]
For $r=0.9$ the argument is $0.9670-0.0527=0.9143$, and $P=0.723$. In (\ref{eq:J}) such a ratio would follow from a majority transverse mass 10\% below the minority one.

If a fraction $q$ of the area is reversed, the two barriers are exchanged there. With the spin labels held fixed,
\[
J'_\uparrow=(1-q)J_\uparrow+qJ_\downarrow,\qquad
J'_\downarrow=(1-q)J_\downarrow+qJ_\uparrow.
\]
The sum is unchanged and the difference is multiplied by $1-2q$. For $q=0.05$, $P'=0.90\times0.7474=0.673$.

\subsection*{(d) Scattering and spin flips}

Consider first a flat barrier region. Let $F_+$ and $F_-$ be the right-moving and left-moving particle fluxes of one spin, and let $\lambda$ be the backscattering length. Backscattering transfers flux between them:
\[
\frac{dF_+}{dx}=\frac{dF_-}{dx}=-\frac{F_+-F_-}{\lambda}.
\]
The net flux $F=F_+-F_-$ is therefore constant. The contacts fix $F_+(0)=F_L$ and $F_-(d)=F_R$. Integration gives $F_+(d)=F_L-Fd/\lambda$, and hence
\[
F=F_L-\frac{Fd}{\lambda}-F_R
\quad\Longrightarrow\quad
F=\frac{F_L-F_R}{1+d/\lambda}.
\]

To relate $\lambda$ to the mobility, note that right-movers in a Maxwell distribution have mean velocity $\sqrt{2k_BT/\pi m}=2v_R$, with $v_R=\sqrt{k_BT/2\pi m}$. Taking this velocity for both fluxes, the density is $n=(F_++F_-)/2v_R$, so
\[
\frac{dn}{dx}=-\frac{F}{\lambda v_R},\qquad
F=-\lambda v_R\frac{dn}{dx}.
\]
Comparison with Fick's law gives $D=\lambda v_R$, and the current is divided by $1+v_Rd/D$. The Einstein relation $D=\mu k_BT/e$ gives $D=0.1034$ cm$^2$/s, while $v_R=2.69\times10^4$ m/s. The divisor is
\[
1+\frac{(2.69\times10^4)(20\times10^{-9})}{1.034\times10^{-5}}
\simeq53.
\]
The backscattering length $D/v_R$ is about 0.4 nm, so transport through this film is diffusive, not ballistic. This length is also far below the thermal wavelength $h/\sqrt{2\pi mk_BT}\simeq20$ nm. The classical picture of right- and left-moving fluxes is then not justified in detail, and the divisor indicates only that the reduction is strong.

For spin flips, use the diffusive description with a potential $U(x)\mp\Delta/2$, the upper sign for $\uparrow$, and uniform $\Delta$. Define $a_\sigma=n_\sigma e^{U_\sigma/k_BT}$. Drift and diffusion together give
\[
F_\sigma=-D e^{-U_\sigma/k_BT}\frac{da_\sigma}{dx}.
\]
This form also shows the effect of a peaked barrier. Integrating $F_\sigma e^{U_\sigma/k_BT}/D$ across the film gives a smaller diffusive resistance than a flat barrier of the same height, because the exponential is smaller away from the top. The factor 53 is thus an estimate for a flat slab without a field. A drop of 20 mV across the slab multiplies the term $v_Rd/D$ by the mean of $e^{-eVx/(dk_BT)}$, which is 0.25, and so brings the divisor down to about 14.

Detailed balance fixes the ratio of the up-to-down flip rate to the reverse rate at $e^{-\Delta/k_BT}$, so the two can be written as $\gamma e^{-\Delta/2k_BT}$ and $\gamma e^{\Delta/2k_BT}$. The net rate per volume, with rate constant $\gamma$, is
\[
G=\gamma\left(n_\uparrow e^{-\Delta/2k_BT}
-n_\downarrow e^{\Delta/2k_BT}\right)
=\gamma e^{-U/k_BT}(a_\uparrow-a_\downarrow).
\]
Unpolarized contacts impose the same boundary conditions on $a_\uparrow$ and $a_\downarrow$. With equal mobilities and contact velocities, the solution without flips has $a_\uparrow=a_\downarrow$ throughout. Then $G=0$, so it remains the solution with flips. The fluxes keep the ratio $e^{\Delta/k_BT}$, and $P$ stays at 0.747. Scattering reduces the current but, under these conditions, does not depolarize it.

\subsection*{(e) Image forces and tunnelling}

Let the electrodes be perfect conductors at $x=0$ and $x=d$. An electron at $x$ has image charges of opposite sign at $2nd-x$ for all integers $n$, and of equal sign at $2nd+x$ for $n\ne0$. The interaction energy is half the charge times the image potential, since the images are induced by the electron itself. Pairing $n$ with $-n$ gives
\[
U_{\rm im}=-\frac{e^2}{8\pi\epsilon_0\epsilon_r}
\left[\frac1{2x}+\sum_{n=1}^{\infty}
\left(\frac{nd}{n^2d^2-x^2}-\frac1{nd}\right)\right].
\]
The barrier is now $U_\sigma(x)=\phi_\sigma-eVx/d+U_{\rm im}(x)$. Evaluated on a fine grid, its maximum lies 18.5 meV below $\phi_\sigma$. The thermionic current rises by $e^{18.46/5.1704}\simeq36$. This is an upper estimate, because the optical permittivity assumes that the lattice does not respond during the crossing. Even without scattering, a thermal electron needs about 0.15 ps to cross this shaped barrier. That is comparable with or longer than typical optical phonon periods, so the lattice can respond at least in part. With a permittivity of 10, for example, the lowering is 12.4 meV and the factor is 11. Both barriers are lowered equally in either case, so (\ref{eq:P}) is unaffected.

For tunnelling, take the Kemble approximation $\mathcal T=1/(1+e^{\mathcal S})$. Below the top,
\[
\mathcal S=\frac2\hbar\int\sqrt{2m(U_\sigma-E_x)}\,dx
\]
between the turning points, where $E_x$ is the energy without transverse motion. Near the maximum $U_m$, write $U_\sigma=U_m-m\omega^2y^2/2$, with $y$ the distance from the top. The integral is then the area of a half-ellipse, and $\mathcal S=2\pi(U_m-E_x)/\hbar\omega$. This expression is continued above the top.

If transverse momentum is conserved, integrating the Fermi functions over transverse energy gives
\[
J_\sigma=\frac{AT^2}{2}\int\frac{dE_x}{k_BT}\,
\mathcal T_\sigma(E_x)\,
\ln\frac{1+e^{-E_x/k_BT}}{1+e^{-(E_x+eV)/k_BT}}.
\]
The barrier mass is used at all energies. Numerical integration gives a majority current 1.45 times the classical current over the lowered top. This is not a reliable gain, because the Kemble formula does not fully include reflection, which arises mainly where the image potential falls steeply near the contacts. Solving the wave equation with the same mass throughout, and with the potential cut off at a metal band bottom 0.5 or 2 eV below the Fermi level, gives factors of 0.75 and 0.56 instead. Reflection then outweighs tunnelling, and the current depends on the contacts. The polarization is much less sensitive: it is 0.747 in all three calculations, within 0.001 of the ideal value.

The near-cancellation has a simple origin. In the Kemble approximation the two transmissions are the same function of energy measured from their own barrier tops; with contact reflection this remains nearly true, since $\Delta$ is small compared with the depth of the metal bands. Where the supply of electrons is exponential, shifting $E_x$ by $\Delta$ multiplies it by $e^{-\Delta/k_BT}$, so the ratio of thermionic emission is preserved. This argument fails near and below the Fermi level, where the logarithm is not exponential. On cooling at fixed barriers, the thermionic part vanishes exponentially while tunnelling at the Fermi level remains. Equation (\ref{eq:P}) then no longer applies. For the barriers used here this begins just below the working temperature. With $\Delta=10$ meV held fixed, the Kemble and wave-equation (0.5 eV) currents give $P=0.81$ and 0.80 at 50 K, against 0.82 from (\ref{eq:P}), and 0.72 and 0.67 at 40 K, against 0.90. On further cooling $P$ levels off near 0.67 and 0.62 instead of approaching 1.

The factors 36, 1.45 and 53 should not be combined into a predicted current: the first assumes passage without scattering, the second coherent passage over the shaped barrier, and the last diffusion through a flat slab. With the short scattering length found in (d), passage is not coherent at the given mobility, so the coherent calculation describes a much cleaner film with the same barriers.

\subsection*{(f) Temperature-dependent splitting}

Let $s$ be the magnetization relative to saturation. In mean field, a spin level $M$ has weight $e^{\xi M/S}$ with $\xi=cs/k_BT$, so
\[
s=\frac{\sum_M M e^{\xi M/S}}{S\sum_M e^{\xi M/S}},
\qquad M=-S,\ldots,S.
\]
For small $\xi$, the average $\langle M^2\rangle=S(S+1)/3$ gives $s\simeq\xi(S+1)/3S$. A non-zero solution begins at $T_C$ if $c=3Sk_BT_C/(S+1)$. Thus
\[
\xi=\frac{3S}{S+1}\frac{T_C}{T}s.
\]
Solving numerically at 60 K gives $s=0.522$. With $\Delta\propto s$, the saturated splitting is $10/0.5216=19.2$ meV. The same equation gives:
\begin{itemize}
\item at 50 K, $\Delta=13.5$ meV and $P=0.92$ from (\ref{eq:P}); coherent tunnelling through the shaped barrier of (e) lowers this to about 0.90--0.91;
\item at 65 K, $\Delta=7.2$ meV and $P=0.57$.
\end{itemize}
If $\Delta$ had stayed at 10 meV, the value at 65 K would be $\tanh(0.9670\times60/65)=0.71$. Most of the fall on warming therefore comes from the loss of magnetization. Above $T_C$, without an applied field, this model gives $P=0$.

\subsection*{(g) Comparison with a real film}

Gadolinium nitride is a ferromagnetic semiconductor with a Curie temperature of roughly 70 K in good samples; thin films can have lower values. The chosen splitting is small: the exchange splitting of its conduction band is roughly a few tenths of an eV at saturation, against 19 meV here. The 10 meV is therefore an effective barrier difference, not a value derived from the bulk bands. Nitrogen vacancies supply carriers and can open leakage paths, which breaks the assumption that all current crosses the two barriers. Charged vacancies also bend the bands. A uniform density $N$ of singly charged donors lowers the middle of the film by $e^2Nd^2/8\epsilon_0\epsilon_s$, where $\epsilon_s$ is the static relative permittivity. For $\epsilon_s=10$ this reaches $k_BT$ at about $6\times10^{16}$ cm$^{-3}$. At that density the typical donor spacing, $N^{-1/3}\simeq26$ nm, exceeds the film thickness, so a uniform charge describes only the average. Single donors make local dips in the barrier, which carry more than their share of the current. The barrier shape used here therefore requires a donor density well below this value. As-grown gadolinium nitride films usually have carrier densities orders of magnitude higher, so the model applies at best to strongly compensated or nearly vacancy-free material. An unpolarized parallel leakage equal to 10\% of the barrier current would reduce $P$ to $0.7474/1.10=0.68$. Reversed domains over 5\% of the area have a similar effect, as found in (c). Near $T_C$ the temperature must also be controlled, since (f) gives a change from 0.75 to 0.57 over 5 K. The absolute current is less certain than $P$: at 60 K, raising both barriers by $k_BT\ln10=11.9$ meV lowers it tenfold without changing the ideal polarization.
